The zincblende X1–X3 splitting from the antisymmetric potential, part 1

(Sections cited here and not found follow in the second part.)

PART I. SYMMETRY AND DEGENERATE PERTURBATION THEORY

1. Numbers that ask for an explanation

Take a model crystal with the zincblende structure and a potential of the size found in a III-V semiconductor. Reduce the difference between its two kinds of atom to one tenth, holding their average and the lattice constant fixed. The two lowest conduction levels at the zone-edge point X are then 0.0209 eV apart. At one quarter of the difference they are 0.0529 eV apart, and at one half 0.1103 eV. With no difference, which is the diamond structure, they coincide to numerical precision.

Two things need explaining. The levels coincide in diamond although nothing in the potential has been tuned to make them do so. And the splitting begins in proportion to the difference, whereas a perturbation that is odd under inversion often shifts levels only in second order. Both facts follow from one relation between two symmetry operations. The same relation shows where proportionality stops: it is the leading law for a weak difference, with a cubic correction.

2. The crystal and its potential

We treat one electron without spin in a fixed local potential. The lattice is face-centred cubic with cubic lattice constant a. In each primitive cell atom A sits at −τ and atom B at +τ, where

τ = (a/8)(1,1,1).

The origin is therefore the midpoint of a bond. Each atom contributes a spherical potential, u_A or u_B. With R running over the lattice vectors,

V(r) = Σ_R [u_A(r − R + τ) + u_B(r − R − τ)].

Let Ω be the volume of a primitive cell. The Fourier coefficient at a reciprocal lattice vector G is the integral of V(r) exp(−iG·r) over one cell, divided by Ω. Displacing an atom to −τ multiplies its transform by exp(+iG·τ); displacing it to +τ gives exp(−iG·τ). Define the form factors v_A and v_B as the atomic transforms divided by Ω/2, the volume per atom. Then

V(G) = ½[v_A exp(iG·τ) + v_B exp(−iG·τ)].

The atoms are spherical, so the form factors are real and depend on |G| alone. Introduce half the sum and half the difference,

S = (v_A + v_B)/2,  D = (v_A − v_B)/2,

so that v_A = S + D and v_B = S − D. The two exponentials add in the S term and subtract in the D term:

V(G) = S_G cos(G·τ) + i D_G sin(G·τ).

The D part is the antisymmetric potential. To follow its effect we multiply it by a number λ and write

H(λ) = H0 + λW.

H0 holds the kinetic energy and the S part, and W has the Fourier coefficients iD_G sin(G·τ). The compound is λ = 1. At λ = 0 both sites carry the same average atom, which is the diamond limit. S and a are held fixed as λ varies; replacing one real material by another would change them as well.

3. Bloch functions at X

Choose the X point on the z axis,

X = (2π/a)(0,0,1).

A Bloch function there obeys ψ(r + R) = exp(iX·R)ψ(r). Two lattice translations will matter:

R = (0,a/2,a/2): X·R = π, so the factor is −1;
R = (a/2,a/2,0): X·R = 0, so the factor is +1.

The vector 2X is a reciprocal lattice vector. Hence X and −X label the same set of Bloch functions, and an operation that reverses X acts within that set. This happens only where twice the wavevector is a reciprocal lattice vector, as it is at X. At a general wavevector, inversion would carry a function to a different set, and the argument below would not apply.

4. Inversion changes the sign of the perturbation

Let I be inversion through the bond midpoint, (Iψ)(r) = ψ(−r). It satisfies I² = 1. In the potential it replaces G by −G. The cosine is even and the sine is odd, and the kinetic energy is unchanged, so

I H0 I = H0,  I W I = −W,

and therefore

I H(λ) I = H(−λ).

In words, inversion exchanges the two sites, and exchanging the sites reverses the sign of D.

5. A rotation that anticommutes with inversion

Let Q be the twofold rotation about the line through atom A parallel to x. It acts as (Qψ)(r) = ψ(qr), with

qr = (x, −y − a/4, −z − a/4).

The point −τ is unmoved, because a/8 − a/4 = −a/8. The A sublattice maps onto itself. Measured from A, the neighbouring B atom at (a/4)(1,1,1) goes to (a/4)(1,−1,−1). The two positions differ by the lattice vector (0,a/2,a/2), so the new one is also a B site, and the B sublattice maps onto itself too. Q therefore commutes with H(λ) for every λ, which means that it commutes with H0 and with W separately. Since q applied twice restores r, Q² = 1, and the eigenvalues of Q are +1 and −1.

Now compute IQI. Put φ = Iψ, so φ(r) = ψ(−r). Then

(Qφ)(r) = φ(qr) = ψ(−x, y + a/4, z + a/4).

Applying I once more replaces r by −r:

(IQIψ)(r) = ψ(x, −y + a/4, −z + a/4).

This is the twofold rotation through atom B. Its argument is qr + (0,a/2,a/2), and a Bloch function at X changes sign under that translation. Hence

IQI = −Q,  or equivalently  QI = −IQ.

The minus sign carries the whole argument. It arises because inversion turns the rotation through A into the rotation through B, and these two rotations differ by a lattice translation to which the Bloch function at X responds with −1.

6. Why the diamond level is double

At λ = 0 both I and Q commute with H0, although they anticommute with each other. Take an eigenfunction |+⟩ with energy E0 and Q|+⟩ = |+⟩. Define

|−⟩ = I|+⟩.

It has the same energy because I commutes with H0. Its rotation eigenvalue is opposite:

Q|−⟩ = QI|+⟩ = −IQ|+⟩ = −|−⟩.

Functions with different eigenvalues of the Hermitian operator Q are orthogonal, so |+⟩ and |−⟩ are two independent states. If one starts from a state with Q = −1, the same step yields its partner with Q = +1. Every level of H0 at X is thus at least doubly degenerate, whatever the values of S_G. This is why the conduction splitting vanishes in the diamond limit. We assume that the conduction level has no further degeneracy, which holds in the example of Part II.

7. The first-order splitting

For small λ write ψ = ψ0 + λψ1 + … and E = E0 + λE1 + …, where ψ0 = c₊|+⟩ + c₋|−⟩ has coefficients still to be found. The terms of first order in (H0 + λW − E)ψ = 0 are

(H0 − E0)ψ1 + (W − E1)ψ0 = 0.

Project onto |+⟩ or |−⟩. The first term vanishes, since H0 acting to the left gives E0. What remains is a 2×2 eigenvalue problem:

Σ_j ⟨i|W|j⟩ c_j = E1 c_i,  i, j = +, −.

Symmetry fixes the form of this matrix. Because Q commutes with W,

⟨+|QW|−⟩ = ⟨+|WQ|−⟩.

On the left Q acts on ⟨+| and gives +1. On the right it acts on |−⟩ and gives −1. So ⟨+|W|−⟩ equals its own negative and vanishes. For the diagonal elements use |−⟩ = I|+⟩:

⟨−|W|−⟩ = ⟨+|IWI|+⟩ = −⟨+|W|+⟩.

With w = ⟨+|W|+⟩, the matrix is diagonal with entries w and −w, and

E₊ = E0 + λw + …,  E₋ = E0 − λw + ….

The signed splitting is therefore

Δ(λ) = E₊ − E₋ = 2λ⟨+|W|+⟩ + ….

This is the linear law. The matrix element w is itself linear in the set of numbers D_G, because W is. The splitting is thus to first order a weighted sum of the antisymmetric form factors, with weights determined by the diamond wavefunction.

It may seem odd that an inversion-odd operator has a diagonal element. A state of definite parity has none. But |+⟩ is not a state of definite parity, since inversion turns it into |−⟩. One may use the parity states

|g⟩ = (|+⟩ + |−⟩)/√2,  |u⟩ = (|+⟩ − |−⟩)/√2

instead. Then ⟨g|W|g⟩ = (w − w)/2 = 0, and likewise for u, while ⟨g|W|u⟩ = (w + w)/2 = w. The eigenvalues of this off-diagonal matrix are again ±w. If g and u were separated by an energy much larger than λ|w|, the coupling would shift them in second order. Here their separation is zero, and the shift is linear.

8. The next term is cubic

Let |ψ⟩ be an eigenstate of H(λ) with Q = +1 and energy E₊(λ). Since IH(λ)I = H(−λ), the state I|ψ⟩ is an eigenstate of H(−λ) with the same energy, and it has Q = −1. Following the two levels from λ = 0 gives

E₋(−λ) = E₊(λ).

Replace λ by −λ to obtain E₋(λ) = E₊(−λ). Then

Δ(λ) = E₊(λ) − E₊(−λ).

The signed splitting is odd in λ. Among states with Q = +1 the level E₊ is isolated at λ = 0, so it has a power series in λ near zero. The even powers cancel in Δ, and

Δ(λ) = 2wλ + Cλ³ + ….

The mean of the two levels, in contrast, is even in λ. It can shift in second order, and both levels share that shift. Explicitly, with m running over the other eigenstates of H0,

E₊⁽²⁾ = λ² Σ_m |⟨m|W|+⟩|²/(E0 − E_m).

For |−⟩, insert I on both sides of W. Each ⟨m| becomes the inverted state ⟨m|I, which has the same energy, and the sign of W disappears on squaring. The sum is the same.

A measured separation without regard to the labels is |Δ|, which near zero behaves as 2|w||λ| and has a kink at λ = 0. Exchanging the atoms reverses Δ but leaves the spectrum unchanged, as it must.

Two limits on the linear law are now visible. If λ is not small, the cubic and higher terms count. If the weighted sum w happens to vanish, the leading term is missing although the crystal is not diamond. Symmetry permits a linear splitting; it does not guarantee that the coefficient is large.

9. Which doublets can split

Every diamond level at X is a doublet, yet not all of them split in zincblende. Let Z be the twofold rotation about the line through A parallel to z. The corresponding rotation through B differs by (a/2,a/2,0), whose factor at X is +1. Hence IZI = Z, and both partners have the same eigenvalue of Z.

Let Q′ be the twofold rotation about y through A. Two perpendicular twofold rotations give the third, QQ′ = Z, so Q′ = QZ. Let F be the fourfold rotoinversion about A, which takes coordinates measured from A as (x,y,z) → (y,−x,−z). It is a symmetry of zincblende and exchanges the x and y axes, so QF = FQ′.

If Z = −1, then Q′ = −Q on these states. For a state with Q = +1,

QF|+⟩ = FQ′|+⟩ = −F|+⟩.

F therefore turns it into a state of equal energy with Q = −1, at any λ. Such a pair cannot be split by W. The upper valence doublet, called X4 in diamond and X5 in zincblende, is of this kind. This holds without spin; spin-orbit coupling splits X5 in a real zincblende crystal.

If Z = +1, then Q′ = Q, and F does not change the value of Q. No operation of zincblende then links the partners, and splitting is allowed. The conduction doublet belongs here.

10. Where the two states sit

At the position of A the rotation Q leaves the point unmoved. For |−⟩ this gives ψ(−τ) = −ψ(−τ), so |−⟩ vanishes at A. The rotation through B is −Q, and the same reasoning shows that |+⟩ vanishes at B. By translation, these zeros occur on every atom of the sublattice concerned.

In the example of Part II the density of |+⟩ at A is 2.0 times the cell average in the diamond limit, and at B it is zero to numerical precision. By inversion |−⟩ has the reverse pattern. When the atoms are alike, the patterns cost the same energy. When they differ, one state samples A and the other samples B, and the energies in general part in first order. The sign of the splitting is not settled by the density at the nuclei, however, because W extends over the cell and its Fourier components can contribute with opposite signs.


PART II. PLANE WAVES, A WORKED EXAMPLE AND ITS LIMITS

11. Symbols and results carried over

Atom A is at −τ and atom B at +τ. S and D are half the sum and half the difference, A minus B, of the atomic form factors. A subscript gives |G|² in units of (2π/a)². The Hamiltonian is H0 + λW, with W the D part. The states |±⟩ have eigenvalue ±1 of the twofold x rotation through A, and inversion through the bond midpoint exchanges them and reverses W. Part I showed that

Δ(λ) = E₊ − E₋ = 2λ⟨+|W|+⟩ + O(λ³).

We now evaluate the coefficient. Wavevectors are written in units of 2π/a, and

ε = ħ²(2π/a)²/(2m)

is the kinetic energy of a free electron at X, with m the free-electron mass. The average potential is set to zero.

12. Matrix elements with the origin on A

The plane waves at X are X + G. The lowest are two waves (0,0,±1) of kinetic energy ε and four waves (±1,±1,0) of kinetic energy 2ε. Measure the phase of each wave from atom A. This multiplies V(G) by exp(−iG·τ), so a matrix element becomes

U(G) = ½[v_A + v_B exp(−2iG·τ)].

For G = (h,k,l) we have 2G·τ = π(h+k+l)/2. Three cases follow.

|G|² = 4, such as (2,0,0): the exponential is −1, and U = (v_A − v_B)/2 = D4.

|G|² = 8, such as (2,2,0) or (2,−2,0): the exponential is +1, and U = S8.

|G|² = 3 or 11: h+k+l is odd, and the exponential is +i or −i. It changes sign when G is reversed, so the B part cancels in a sum containing both G and −G.

With phases measured from A, the symmetry operations about A permute the plane waves without extra factors. Equal-amplitude sums are therefore fully symmetric about A:

|z⟩ = [(0,0,1) + (0,0,−1)]/√2,
|p⟩ = ½ Σ (±1,±1,0).

H(λ) does not couple them to combinations of other symmetry.

Symmetry makes every diamond level at X at least doubly degenerate and allows the conduction doublet to split in proportion to a weak antisymmetric potential, with a cubic correction. The lowest plane waves are now set up; it remains to calculate the size of the splitting and to see how far the linear law and the example can be trusted.
